# The Semi-Implicit Poisson Equation for Drift-Diffusion Plasma Models, part 1

(Sections cited here and not found follow in the second part.)

## I. Predicting the charge

A model plasma of density $10^{16}\ \mathrm{m^{-3}}$, modulated by 50 percent over a period of 4 cm, should carry a smooth ambipolar electric field. When the field is computed from the charge at the start of each step, and the step is three dielectric relaxation times, the peak field after six steps is 123 times the ambipolar value. With a different elliptic equation for the potential, the same plasma can be advanced through 800 steps of 500 relaxation times each, and its modulation then decays at a rate within 0.1 percent of ambipolar theory. The difference lies in which charge the field is asked to match.

### The model and its fast time

Species $s$ has charge $q_s$, density $n_s$, mobility $\mu_s>0$ and diffusivity $D_s$. Its density obeys

$$
\frac{\partial n_s}{\partial t}+\nabla\cdot\boldsymbol\Gamma_s=S_s,\qquad
\boldsymbol\Gamma_s=\operatorname{sgn}(q_s)\,\mu_s n_s\mathbf E-D_s\nabla n_s, \tag{1}
$$

and the field follows from Gauss's law,

$$
\nabla\cdot(\varepsilon\mathbf E)=\rho,\qquad \mathbf E=-\nabla\phi,\qquad \rho=\sum_s q_s n_s . \tag{2}
$$

Ionization and recombination create or remove equal amounts of positive and negative charge, so $\sum_s q_sS_s=0$. Multiplying (1) by $q_s$ and summing therefore removes the sources:

$$
\frac{\partial\rho}{\partial t}=-\nabla\cdot\mathbf J,\qquad
\mathbf J=\sigma\mathbf E-\sum_s q_sD_s\nabla n_s,\qquad
\sigma=\sum_s|q_s|\mu_sn_s . \tag{3}
$$

The conductivity contains $|q_s|$ because $q_s\operatorname{sgn}(q_s)=|q_s|$: both signs of charge carry current along the field. The diffusion current keeps the sign of $q_s$.

If $\sigma$ and $\varepsilon$ are uniform and diffusion is negligible, (2) and (3) give $\partial\rho/\partial t=-(\sigma/\varepsilon)\rho$. Charge disappears in the dielectric relaxation time

$$
\tau=\frac{\varepsilon}{\sigma}. \tag{4}
$$

The example has electron and ion mobilities of 30 and $0.1\ \mathrm{m^2\,V^{-1}s^{-1}}$. Its conductivity at mean density is $\sigma=en_0(\mu_e+\mu_i)=0.0482\ \mathrm{S/m}$, and with the vacuum permittivity $\tau=0.184$ ns. The modulation itself decays over about a hundred microseconds. A method that must resolve $\tau$ spends nearly all its steps on a process that has long since finished. The flux (1) neglects electron inertia, which is justified on the scale of $\tau$ only if the momentum relaxation time $m_e\mu_e/e$ is much shorter than $\tau$. For the example that time is 0.17 ns, about equal to $\tau$. A real plasma with these parameters would therefore lose its charge in a damped plasma oscillation and not as $e^{-t/\tau}$. Here $\tau$ is the fast time of the model equations; the slow ambipolar evolution does not depend on this.

### Why a lagged field fails

Consider first a uniform neutral background of density $n_0$ with fixed ions and no mean field. The electron density is perturbed by a small wave of wavenumber $k$, and $\rho$ now denotes the amplitude of its charge. To first order, the drift flux contains $n_0$ times the perturbed field, so (3) becomes

$$
\frac{\partial\rho}{\partial t}=-\frac{1}{\tau}\,g-D_ek^2\rho,\qquad g=\varepsilon\nabla\cdot\mathbf E . \tag{5}
$$

The symbol $g$ is the charge that the field in use corresponds to. It equals $\rho$ in the continuous equations, but it need not do so in a time-stepping scheme. With fixed ions $\tau$ contains the electron conductivity alone. Define

$$
a=D_ek^2\Delta t,\qquad b=\frac{\Delta t}{\tau}. \tag{6}
$$

Let the density be advanced implicitly, so that diffusion acts on the new density, while the field is the old one, $g=\rho^n$. Then

$$
\rho^{n+1}=\rho^n-b\rho^n-a\rho^{n+1}
\quad\Longrightarrow\quad
\frac{\rho^{n+1}}{\rho^n}=\frac{1-b}{1+a}. \tag{7}
$$

This gain never exceeds 1, but it stays at or above $-1$ only if

$$
b\le 2+a. \tag{8}
$$

For long waves $a$ is small and the limit is $\Delta t\le2\tau$. Implicit densities do not remove it, so the cause is the age of the field. During a long step the old field drives a current that would have switched itself off after a time $\tau$. The charge overshoots zero and returns with the opposite sign. For the longest wave in the example the measured gain is $-0.899$ at $\Delta t=1.9\tau$ and $-1.099$ at $2.1\tau$, on either side of the boundary.

The same mechanism accounts for the factor 123. In one dimension, subtract Gauss's law at two successive times and integrate the charge balance over $x$. The integration constant vanishes here, because the density is even about its maximum and the field is odd. With the densities nearly unchanged over a few steps,

$$
\varepsilon(E^{n+1}-E^n)=-\Delta t\,J(E^n)=-\Delta t\,\sigma(x)\,(E^n-E_a), \tag{9}
$$

where $E_a(x)$ is the field at which drift and diffusion currents cancel. The plasma starts neutral, so the first field is zero and its error is $-E_a$. Each step multiplies the error by $1-\Delta t\,\sigma(x)/\varepsilon$. The sixth field has undergone five such multiplications:

$$
E=E_a\left[1-\left(1-\frac{\Delta t\,\sigma(x)}{\varepsilon}\right)^5\right]. \tag{10}
$$

With $\Delta t=3\tau$ and $\sigma(x)/\varepsilon=(1+0.5\cos kx)/\tau$, the bracket in the inner parentheses is $-(2+1.5\cos kx)$. The field $E_a$ is proportional to $\sin kx/(1+0.5\cos kx)$, as (17) will show. The largest value of (10), found near $\cos kx=0.78$, is about 125 times the peak of $E_a$. The computed 123 is 2 percent lower, mainly because (10) neglects the diffusion of the space charge.

### The new equation

The remedy is to use the field that belongs to the charge at the end of the step. That charge is not yet known, but (3) can predict it. Keep the old densities in the current and put the new field into it:

$$
\rho^*=\rho^n-\Delta t\,\nabla\cdot\left(\sigma^n\mathbf E^{n+1}-\sum_sq_sD_s\nabla n_s^n\right). \tag{11}
$$

Now require the new field to satisfy Gauss's law with this charge, $-\nabla\cdot(\varepsilon\nabla\phi^{n+1})=\rho^*$. Since $\mathbf E^{n+1}=-\nabla\phi^{n+1}$, the conduction term in (11) changes sign:

$$
-\nabla\cdot(\varepsilon\nabla\phi^{n+1})
=\rho^n+\Delta t\,\nabla\cdot(\sigma^n\nabla\phi^{n+1})
+\Delta t\,\nabla\cdot\sum_sq_sD_s\nabla n_s^n . \tag{12}
$$

Moving the unknown potential to the left gives the semi-implicit Poisson equation,

$$
-\nabla\cdot\left[(\varepsilon+\Delta t\,\sigma^n)\nabla\phi^{n+1}\right]
=\rho^n+\Delta t\,\nabla\cdot\sum_sq_sD_s\nabla n_s^n . \tag{13}
$$

The equation is called semi-implicit because the current in it contains the new field and the old densities. It remains linear in $\phi^{n+1}$. The transport coefficients are also held at their old values during the step.

Equation (13) costs the same kind of solution as the ordinary Poisson equation. Write $c=\varepsilon+\Delta t\,\sigma^n$, which is positive. For any function $\psi$ that vanishes on electrodes of given potential, or is periodic, integration by parts gives

$$
\int\psi\left[-\nabla\cdot(c\nabla\phi)\right]dV=\int c\,\nabla\psi\cdot\nabla\phi\,dV . \tag{14}
$$

The right side is unchanged when $\psi$ and $\phi$ are exchanged, and it is positive for $\psi=\phi$ unless $\phi$ is constant. The operator is therefore symmetric and elliptic. In a periodic domain the total charge must vanish and the constant in $\phi$ is free.

The coefficient $c=\varepsilon(1+\Delta t/\tau)$ acts as a raised permittivity. A given old charge produces a weaker field because part of that charge will have been conducted away by the end of the step. In the example with $\Delta t=500\tau$ the factor is 501 at mean density.

### Two limits

For $\Delta t\ll\tau$ the factor tends to 1. If the diffusion term is also small over the step, (13) returns to the ordinary Poisson equation. For $\Delta t\gg\tau$, divide (13) by $\Delta t$ and neglect $\varepsilon/\Delta t$ against $\sigma$:

$$
\nabla\cdot\left(\sigma^n\mathbf E^{n+1}-\sum_sq_sD_s\nabla n_s^n\right)\simeq\frac{\rho^n}{\Delta t}. \tag{15}
$$

When the remaining charge term is small as well, this is $\nabla\cdot\mathbf J=0$. The field is then fixed by continuity of current, as in a quasi-neutral plasma, and no longer by a small difference of large densities.

For electrons and one kind of singly charged ion with $n_e\simeq n_i=n$, zero current means

$$
e(\mu_e+\mu_i)nE+e(D_e-D_i)\frac{\partial n}{\partial x}=0, \tag{16}
$$

where the electron diffusion current has the sign $+eD_e\,\partial n/\partial x$ because $q_e=-e$. Hence

$$
E_a=-\frac{D_e-D_i}{\mu_e+\mu_i}\,\frac{1}{n}\frac{\partial n}{\partial x}. \tag{17}
$$

This is the ambipolar field. It holds back the faster electrons and pulls the ions after them. For $n=n_0(1+A\cos kx)$ it has the shape used after (10).

### Advancing the densities with the same flux

After (13) has been solved, the densities must be moved. Suppose first that they are moved explicitly, with the same flux that entered the predictor:

$$
n_s^{n+1}=n_s^n+\Delta t\left[S_s-\nabla\cdot\boldsymbol\Gamma_s(n_s^n,\mathbf E^{n+1})\right]. \tag{18}
$$

Multiplication by $q_s$ and summation reproduce (11) term by term, so $\rho^{n+1}=\rho^*$. Gauss's law then holds at the end of the step without a further Poisson solution. On a grid this requires the same discrete flux and divergence in both places. In a test with mobile electrons and ions, ionization and $\Delta t=20\tau$, the residual was $5\times10^{-12}$ of the peak charge, which is at rounding level.

For the linear wave with fixed ions, the predictor (11) reads

$$
g=\rho^n-bg-a\rho^n
\quad\Longrightarrow\quad
g=\frac{1-a}{1+b}\,\rho^n . \tag{19}
$$

Since $\rho^{n+1}=g$, the gain is $(1-a)/(1+b)$. It lies between $-1$ and 1 if $a\le2+b$. The relaxation limit has gone, because a larger $b$ now helps. What remains is the limit of explicit diffusion, softened by conduction.

The two numbers are related by the Debye length. With the electron temperature $T_e$ expressed in volts and the Einstein relation $D_e=\mu_eT_e$,

$$
D_e\tau=\mu_eT_e\,\frac{\varepsilon}{en_0\mu_e}=\frac{\varepsilon T_e}{en_0}=\lambda_D^2,
\qquad a=(k\lambda_D)^2\,b . \tag{20}
$$

The condition $a\le2+b$ becomes $b\left[(k\lambda_D)^2-1\right]\le2$. It restricts the step only for waves with $k\lambda_D>1$. On a uniform grid of cell width $h$, the second difference replaces $k^2$ by $(2-2\cos kh)/h^2$, whose largest value is $4/h^2$. A one-dimensional grid with $h\ge2\lambda_D$ therefore has no limit in this linear model with fixed ions. In $d$ dimensions the largest value is $4d/h^2$, and the condition becomes $h\ge2\sqrt d\,\lambda_D$. If the ions are mobile and are also advanced explicitly, a step limit returns at large $b$ even on such a grid.

The example has $h=0.250$ mm and $\lambda_D=0.1288$ mm. The largest $(k\lambda_D)^2$ is $4(0.1288/0.250)^2\simeq1.06$, and for a uniform plasma at the mean density with fixed ions the limit is roughly 30 relaxation times. The modulated plasma is more restrictive. At its density minimum the conductivity is half the mean while $a$ is unchanged, so a local estimate replaces $a\le2+b$ by $1.06\,b\le2+0.5\,b$, with $b$ still defined at mean density. The limit is then only about 3.6 relaxation times. Steps of $500\tau$ need implicit densities.

### Advancing the densities implicitly

The implicit update replaces $n_s^n$ by $n_s^{n+1}$ in the flux of (18) and keeps the field from (13). The new charge is

$$
\rho^{n+1}=\rho^n-\Delta t\,\nabla\cdot\mathbf J(n^{n+1},\mathbf E^{n+1}), \tag{21}
$$

while the field satisfies Gauss's law with $\rho^*=\rho^n-\Delta t\,\nabla\cdot\mathbf J(n^n,\mathbf E^{n+1})$. Subtraction gives the charge mismatch

$$
\rho^{n+1}-\nabla\cdot(\varepsilon\mathbf E^{n+1})
=\Delta t\,\nabla\cdot\left[\mathbf J(n^n,\mathbf E^{n+1})-\mathbf J(n^{n+1},\mathbf E^{n+1})\right]. \tag{22}
$$

For smooth, resolved densities the change $n^{n+1}-n^n$ is proportional to $\Delta t$ when $\Delta t$ is small. The mismatch is then of order $\Delta t^2$. Halving a step that was already small against $\tau$ gave a measured order of 2.04.

The mismatch is not discarded. The next solution of (13) starts from the actual charge $\rho^{n+1}$, so the error enters its right side and can be corrected. How quickly that happens depends on the gain of the complete step.

## II. Stability, accuracy and ambipolar decay

The semi-implicit equation (13) finds the field $\mathbf E^{n+1}$ from the old charge, the old conductivity $\sigma^n$ and the old diffusion current. The densities are then advanced implicitly in that field. For a small wave of wavenumber $k$ on a uniform neutral background, $a=D_ek^2\Delta t$ and $b=\Delta t/\tau$, where $\tau=\varepsilon/\sigma$, and $a=(k\lambda_D)^2b$. The charge represented by the new field is $g=\varepsilon\nabla\cdot\mathbf E^{n+1}$. With fixed ions, (19) gives $g=(1-a)\rho^n/(1+b)$. The difference between $\rho^{n+1}$ and $g$ is the mismatch (22).

The semi-implicit Poisson equation (13) takes the field from the predicted charge and so removes the relaxation limit of a lagged field, but explicit densities still limit the step, and implicit densities leave the charge mismatch (22). It remains to find the gain of the complete step with implicit densities, and to test its accuracy and the ambipolar decay.
